Plane-wave cutoff for a Gaussian orbital from its Fourier amplitude

**Question**

I am working on plane-wave calculations for gate oxides and am stuck on this exercise:

"An orbital has the form exp(−r²/(2s²)) with s = 0.30 Å. Show that its Fourier amplitude falls to 0.0001 near a plane-wave cutoff of 780 eV."

I know that the transform of a Gaussian is a Gaussian. I took its squared modulus, since that is the weight of each plane wave, set it to 0.0001 and got about 390 eV, half of what is asked. Is the exercise wrong, or am I?

I also don't see what the number is good for. Does 0.0001 mean that my energies are good to 0.01 %? Does the same cutoff serve a p orbital, such as oxygen 2p? And if a smooth function needs only 780 eV, why do we need pseudopotentials?

**Answer**

The exercise is right, provided "amplitude" means the transform itself, divided by its value at zero wave vector. You set the square of that ratio to 0.0001, so your amplitude had fallen only to 0.01. That halves the logarithm in the result and hence the energy.

**The transform**

Define

F(k) = ∫ ψ(r) exp(−i k·r) d³r,  ψ(r) = exp(−r²/(2s²)).

The normalisation of ψ does not matter, because it cancels in F(k)/F(0). Since r² = x² + y² + z², the integral is a product of three one-dimensional integrals of the form

I(q) = ∫ g(x) exp(−iqx) dx,  g(x) = exp(−x²/(2s²)),

taken over the whole line. To evaluate I(q), differentiate with respect to q:

dI/dq = −i ∫ x g(x) exp(−iqx) dx.

Because dg/dx = −(x/s²) g, we may replace x g by −s² dg/dx:

dI/dq = i s² ∫ (dg/dx) exp(−iqx) dx.

Integrate by parts. The boundary term vanishes because g does, and the derivative of the exponential brings −iq, so the remaining integral is +iq I(q). Therefore

dI/dq = i s² · iq I = −s² q I,

I(q) = I(0) exp(−q²s²/2),  I(0) = √(2π) s.

Multiplying the three factors gives

F(k) = (2π)^(3/2) s³ exp(−k²s²/2),

F(k)/F(0) = exp(−k²s²/2).

A plane-wave code works in a periodic cell, with discrete wave vectors G. If the orbital is repeated in every cell, the integral over one cell of the repeated orbital equals the integral over all space of a single orbital, since exp(−iG·r) is the same in every cell. The coefficients are therefore samples of F at k = G, up to a common factor. As a numerical test, a three-dimensional Fourier transform on 48 points per side of a 4 Å cube reproduced exp(−G²s²/2) with a largest deviation of 1.5 × 10⁻¹⁰, relative to the G = 0 coefficient. This included wave vectors off the axes.

**The cutoff**

Call the chosen threshold ε. At the cutoff wave number k_c,

exp(−k_c²s²/2) = ε,

k_c² = 2 ln(1/ε)/s².

The cutoff quoted in plane-wave work is the kinetic energy of the last wave kept:

E_c = ħ²k_c²/(2m) = (ħ²/(m s²)) ln(1/ε).

The 2 from the Gaussian exponent cancels the 2 in the kinetic energy. With ħ²/m = 7.6200 eV Å²,

ħ²/(m s²) = 7.6200/0.0900 = 84.67 eV,

ln(1/ε) = ln(10⁴) = 9.210,

E_c = 84.67 × 9.210 = 779.8 eV, or 124.9 aJ.

The wave number is k_c = 14.31 Å⁻¹. Integrating the transform numerically and searching for the point where the ratio is 0.0001 gives the same 779.8 eV.

Your condition was exp(−k²s²) = 0.0001. It replaces ln(1/ε) by half its value and gives 390 eV. Both conditions are legitimate, but they are different criteria.

The two parameters act very differently. At fixed ε the cutoff goes as 1/s²: it is 1123 eV for s = 0.25 Å and 573 eV for s = 0.35 Å. At fixed s, each further factor of ten in amplitude costs the same energy, (ħ²/(m s²)) ln 10. Relaxing ε from 0.0001 to 0.001 therefore lowers the cutoff from 780 to 585 eV. Read backwards, the formula gives the narrowest Gaussian that a given cutoff carries at this threshold:

s = √(ħ² ln(1/ε)/(m E_c)),

which is 0.375 Å for 500 eV. As s goes to zero the cutoff diverges, because a point-like function contains all wave vectors equally.

**What 0.0001 says about the energy**

It does not mean an energy error of 0.01 %. The threshold describes one Fourier component at the edge of the basis. To see what is lost, add up everything beyond the edge.

By Parseval's theorem the norm is

N = ∫ ψ² d³r = ∫ |F(k)|² d³k/(2π)³ = π^(3/2) s³.

Use |F|² = (2π)³ s⁶ exp(−k²s²), d³k = 4πk² dk and the dimensionless variable u = ks. With x = k_c s, the fraction of the norm beyond the cutoff is

P = (4/√π) ∫ₓ^∞ u² exp(−u²) du.

Write u² exp(−u²) as u times u exp(−u²) and integrate by parts:

∫ₓ^∞ u² exp(−u²) du = (x/2) exp(−x²) + (1/2) ∫ₓ^∞ exp(−u²) du.

The last integral is (√π/2) erfc(x), so

P = erfc(x) + 2x exp(−x²)/√π.

For the kinetic energy, each component is weighted by ħ²k²/(2m) = ħ²u²/(2ms²). The part beyond the cutoff, divided by the full norm, is

T_lost = (ħ²/(2ms²)) (4/√π) ∫ₓ^∞ u⁴ exp(−u²) du.

A similar integration by parts gives

∫ₓ^∞ u⁴ exp(−u²) du = (x³/2) exp(−x²) + (3/2) ∫ₓ^∞ u² exp(−u²) du,

and hence

T_lost = (ħ²/(2ms²)) [2x³ exp(−x²)/√π + (3/2) P].

Setting x = 0, where P = 1, gives the full kinetic energy T = 3ħ²/(4ms²) = 63.50 eV. Dividing by it,

T_lost/T = P + 4x³ exp(−x²)/(3√π).

At our cutoff x = 4.292 and exp(−x²) = ε² = 10⁻⁸. The lost fraction of the norm is P = 5.0 × 10⁻⁸. The lost fraction of the kinetic energy is 6.4 × 10⁻⁷, which amounts to 41 μeV. The kinetic fraction is the larger because the missing waves are the fastest ones.

Even 41 μeV is not the total-energy error. It is the kinetic energy carried by the discarded components of a fixed orbital. In a real calculation the orbital readjusts within the basis, the potential energy changes too, and there are many orbitals. The amplitude criterion is a way to estimate a starting cutoff. The cutoff you finally use should come from converging the quantity you want, such as an energy difference, a force or a stress.

**The density needs more**

The density of this orbital is proportional to

ψ² = exp(−r²/s²),

which is again a Gaussian, with s replaced by s/√2. Its relative amplitude is exp(−k²s²/4). Since E_c goes as 1/s², this falls to the same ε at 2E_c = 1560 eV.

There is a second, separate number. A product of two retained waves has wave vector G − G′, whose length can reach 2k_c. Representing every such product therefore requires waves up to 4E_c = 3119 eV. For our Gaussian the density amplitude there is exp(−k_c²s²) = ε² = 10⁻⁸, so the outer part of that range is nearly empty. This is a statement about this smooth density; a sharper one, such as a density with augmentation charges, can fill it.

**p and d orbitals**

Angular momentum changes the answer. A p-type Gaussian is a derivative of the s-type one:

zψ = −s² ∂ψ/∂z.

Under the transform, by the same integration by parts as before, ∂/∂z becomes multiplication by ik_z. The transform is thus −i s² k_z F(k). For a d-type function,

xyψ = s⁴ ∂²ψ/∂x∂y,

whose transform is −s⁴ k_x k_y F(k). Along a fixed direction the magnitude goes as

k^l exp(−k²s²/2),

with l = 1 for p and l = 2 for d. This vanishes at k = 0, so the earlier reference value is useless. Measure the amplitude from its peak instead. With x = ks, the logarithm is l ln x − x²/2 plus a constant. Its derivative l/x − x vanishes at x = √l. Dividing by the value there,

A_l(x) = (x²/l)^(l/2) exp(−(x² − l)/2).

At the s-orbital cutoff, x² = 18.42 and exp(−x²/2) = 10⁻⁴. Thus

p: A₁ = 4.292 × e^(1/2) × 10⁻⁴ = 7.1 × 10⁻⁴,

d: A₂ = 9.210 × e × 10⁻⁴ = 2.5 × 10⁻³.

To bring these down to ε, take the logarithm of A_l = ε and multiply by −2:

x² − l ln(x²/l) = l + 2 ln(1/ε).

The root beyond the peak, inserted in E = (ħ²/(2ms²)) x², gives 954 eV for p and 1080 eV for d. These values hold s at 0.30 Å and refer each amplitude to its own peak. So 780 eV does not meet the same criterion for a p orbital of the same s.

**Why pseudopotentials are still needed**

The 780 eV relies on the orbital being smooth at the nucleus. An all-electron s orbital is not: near a point nucleus it has a cusp. The simplest function with one is exp(−r/a), and its transform shows the cost.

The average of exp(−ik·r) over all directions is sin(kr)/(kr), so

F(k) = (4π/k) ∫₀^∞ r sin(kr) exp(−r/a) dr.

Put b = 1/a and write the sine as the imaginary part of exp(ikr). Since ∫₀^∞ r exp(−(b − ik)r) dr = 1/(b − ik)²,

F(k) = (4π/k) Im[(b + ik)²/(b² + k²)²] = 8πb/(b² + k²)².

Dividing by the value at k = 0,

F(k)/F(0) = 1/(1 + k²a²)².

At large k this falls as a power, k⁻⁴, rather than as a Gaussian. For a fair comparison, give both orbitals the same rms radius. The averages, weighted with ψ², are

Gaussian: ⟨r²⟩ = 3s²/2,

cusped: ⟨r²⟩ = 3a².

They agree when a = s/√2 = 0.212 Å, and both rms radii are then 0.367 Å. At the Gaussian's cutoff k_c²a² = 9.210, and the cusped orbital still has a relative amplitude of

1/(10.21)² = 9.6 × 10⁻³,

about a hundred times the Gaussian's. It reaches ε when 1 + k²a² = ε^(−1/2) = 100. Since ħ²/(2ma²) = ħ²/(ms²), its cutoff is

E = (ε^(−1/2) − 1) ħ²/(ms²) = 99 × 84.67 eV = 8382 eV.

Two orbitals of equal rms size thus need cutoffs that differ by a factor of nearly eleven, because of their shape. The cusped function is a model of that shape, not an oxygen orbital: the cusp at a nucleus of charge number Z corresponds to a decay length of the Bohr radius divided by Z, which is only 0.066 Å for oxygen. The 8382 eV is therefore not an all-electron cutoff for an oxide.

A pseudopotential is built for a reference atom so that the valence orbital becomes smoother inside a core radius and still matches the all-electron one outside. In other surroundings the match outside is approximate. It also removes the core orbitals and the nodes that orthogonality to them forces on valence orbitals such as oxygen 2s, a cost the cusp model above does not include. The plane waves then have to carry the smooth function alone. Augmentation methods such as PAW add the difference between the all-electron and smooth functions separately, on atom-centred functions. The s in our formula can stand for the width of the smooth part only if that part is close to a single Gaussian. If it also contains a narrower feature, the cutoff depends on the strength of that feature as well as on its width.

**Setting this beside oxygen 2p**

For oxide calculations the natural comparison is the oxygen 2p orbital. The radial density of a p-type Gaussian, r⁴ exp(−r²/s²), has its maximum where 4/r = 2r/s², at r = √2 s = 0.424 Å. For a free oxygen atom, restricted open-shell Hartree-Fock with the s and p functions of the cc-pVQZ basis puts the maximum of the doubly occupied 2p orbital at 0.441 Å. The last digit depends on the basis: larger sets (cc-pV5Z and beyond) move it by 0.003 Å to 0.444 Å, and put the maximum of the singly occupied 2p orbitals at 0.436 Å. So s = 0.30 Å nearly reproduces the position of the maximum. It does not reproduce the overall size, because the real orbital has a longer tail and a larger rms radius, about 0.77 Å against √(5/2) s = 0.47 Å for the p-type Gaussian.

The shape is another matter. At 780 eV the transform of the computed 2p orbital is 7.7 × 10⁻³ of its peak, against 7.1 × 10⁻⁴ for the p-type Gaussian: eleven times as much. With the smaller cc-pVTZ set, again keeping s and p functions, the amplitude changes by about 1 %. Larger sets lower it by about 2 %, to 7.6 × 10⁻³ (a ratio of 10.7), so the last digit depends on the basis but the excess does not. The singly occupied 2p orbitals give a larger amplitude, 8.8 × 10⁻³. This comparison does not show which part of the orbital causes the excess.

A Gaussian with nearly the right radial maximum therefore does not reproduce the Fourier amplitude of this orbital at the cutoff. The 780 eV estimate is too low for the all-electron 2p orbital at this threshold. The calculation leaves out correlation, relativity and the surrounding solid, and it does not describe a pseudo-orbital, so it does not tell you the cutoff of a particular pseudopotential.

Use the formula to see how the cutoff responds to the width of a smooth orbital whose shape stays the same, then run the convergence test for your own oxide. The numerical output below lists the main computed values.

Calculated quantities

```
Gaussian width s: 0.30 angstrom
Amplitude threshold eps: 0.0001
hbar^2/m: 7.6200 eV angstrom^2
hbar^2/(m s^2): 84.666 eV
ln(1/eps): 9.2103
Cutoff wave number k_c: 14.306 1/angstrom
k_c s: 4.2919
Cutoff E_c, formula: 779.81 eV
Cutoff E_c, numerical transform: 779.81 eV
Cutoff E_c: 124.9386 aJ
Relative amplitude at 780 eV: 9.9770e-05
Largest FFT coefficient deviation: 1.5e-10
Cutoff for s = 0.25 angstrom: 1122.9 eV
Cutoff for s = 0.35 angstrom: 572.9 eV
Cutoff for s = 0.30 angstrom, eps = 0.001: 584.9 eV
Narrowest s at 500 eV, eps = 0.0001: 0.375 angstrom
Norm fraction beyond E_c: 4.971e-08
Full kinetic energy: 63.50 eV
Kinetic fraction beyond E_c: 6.444e-07
Kinetic energy beyond E_c: 40.92 microeV
Density amplitude reaches eps at: 1559.6 eV
Full product range 4 E_c: 3119.2 eV
p Gaussian amplitude/peak at E_c: 7.076e-04
p Gaussian cutoff for eps: 954.0 eV
d Gaussian amplitude/peak at E_c: 2.504e-03
d Gaussian cutoff for eps: 1080.0 eV
rms radius, Gaussian and cusped: 0.3674 angstrom
Cusped orbital decay length a: 0.2121 angstrom
Cusped orbital amplitude at E_c: 9.592e-03
Cusped orbital cutoff for eps: 8382.0 eV
p Gaussian radial maximum: 0.424 angstrom
O 2p radial maximum, ROHF QZ s,p: 0.441 angstrom
O 2p amplitude/peak at E_c, TZ s,p: 7.667e-03
O 2p amplitude/peak at E_c, QZ s,p: 7.749e-03
O 2p to p Gaussian amplitude ratio: 10.95
O atom ROHF energy, TZ s,p: -74.80484 hartree
O atom ROHF energy, QZ s,p: -74.80988 hartree
```
